# Yukawa lattice sums and the jellium Madelung constant: a numerical check

```python
"""Small-kappa law of the Yukawa sum over periodic images.

Result under test, for a lattice R with cell volume V and L = V**(1/3):
  S(kappa) = sum_{R != 0} exp(-kappa R)/R
           = 4 pi/(kappa^2 V) - alpha/L + kappa - remainder,
  remainder = (4 pi kappa^2/V) sum_{G != 0} 1/(G^2 (G^2 + kappa^2)).
G: reciprocal vectors; kappa: inverse screening length;
alpha: Madelung constant of point charges in a uniform neutralizing
background, with zero cell average of the potential.
Potential of a unit charge: 1/r. Lattice tests use lengths in units of L
or, for the triclinic cell, in the unit of its vectors.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erfc

PI = np.pi


def nonzero_lengths(vectors, cutoff):
    """Lengths of all nonzero lattice vectors inside a sphere."""
    inverse = np.linalg.inv(vectors)
    bounds = np.ceil(cutoff * np.linalg.norm(inverse, axis=0)).astype(int)
    axes = [np.arange(-n, n + 1) for n in bounds]
    i, j, k = np.meshgrid(*axes, indexing="ij")
    indices = np.stack([i.ravel(), j.ravel(), k.ravel()], axis=1)
    lengths = np.linalg.norm(indices @ vectors, axis=1)
    return lengths[(lengths > 1e-9) & (lengths <= cutoff)]


def ewald_potential(vectors, eta):
    """Jellium Madelung potential -alpha/L by Ewald splitting."""
    volume = abs(np.linalg.det(vectors))
    reciprocal = 2 * PI * np.linalg.inv(vectors).T
    r = nonzero_lengths(vectors, 6.5 / eta)
    g = nonzero_lengths(reciprocal, 13.0 * eta)
    return (np.sum(erfc(eta * r) / r)
            + 4 * PI / volume * np.sum(np.exp(-g**2 / (4 * eta**2)) / g**2)
            - PI / (eta**2 * volume) - 2 * eta / np.sqrt(PI))


# Number of integer vectors with a given squared length, in 1, 2, 3 dimensions
max_index = 800
max_square = max_index**2
count_1d = np.zeros(max_square + 1)
count_1d[np.arange(max_index + 1)**2] = 2.0
count_1d[0] = 1.0


def add_dimension(counts):
    result = np.zeros_like(counts)
    for k in range(max_index + 1):
        weight = 1.0 if k == 0 else 2.0
        result[k * k:] += weight * counts[:max_square + 1 - k * k]
    return result


count_2d = add_dimension(count_1d)
count_3d = add_dimension(count_2d)
square = np.arange(1, max_square + 1, dtype=float)
shell_count = count_3d[1:]
shell_radius = np.sqrt(square)

# The Yukawa background integral equals 4 pi/kappa^2
for kappa in (0.3, 1.0, 2.5):
    integral = quad(lambda r: 4 * PI * r * np.exp(-kappa * r), 0, np.inf)[0]
    assert abs(integral * kappa**2 / (4 * PI) - 1) < 1e-7

# Simple cubic Madelung constant, and its independence of the splitting
cubic = np.eye(3)
madelung = ewald_potential(cubic, 2.0)
alpha = -madelung
eta_spread = max(abs(ewald_potential(cubic, e) - madelung) for e in (1.5, 2.6))
assert eta_spread < 1e-10


# Independent solution of Poisson's equation, summed plane by plane
def plane_potential(z):
    """Zero-average potential at height z above a charge, L = 1."""
    m = np.arange(1, 10001)
    g = 2 * PI * np.sqrt(m)
    waves = (np.exp(-g * z) + np.exp(-g * (1 - z))) / (1 - np.exp(-g))
    return (np.sum(count_2d[m] * 2 * PI / g * waves)
            + 2 * PI * (1 / 6 - z + z**2))


heights = np.array([0.08, 0.12, 0.16])
# Subtract the home charge and the quadratic potential of the background
regular = np.array([plane_potential(z) - 1 / z - 2 * PI * z**2 / 3
                    for z in heights])
design = np.column_stack([np.ones(3), heights**4, heights**6])
alpha_planes = -np.linalg.solve(design, regular)[0]
assert abs(alpha_planes - alpha) < 1e-5

# Coefficient of the quadratic bound; the far part of the sum is an integral
inverse_fourth = np.sum(shell_count / square**2) + 4 * PI / max_index
quadratic_bound = inverse_fourth / (4 * PI**3)

# Direct image sums for the simple cubic lattice
rows = []
largest_identity_error = 0.0
for kappa in (1.0, 0.5, 0.2, 0.1, 0.05):
    image_sum = np.sum(shell_count * np.exp(-kappa * shell_radius)
                       / shell_radius)
    divergent = 4 * PI / kappa**2
    a = kappa / (2 * PI)
    reciprocal_sum = (np.sum(shell_count / (square * (square + a**2)))
                      + 4 * PI / a * np.arctan(a / max_index))
    remainder = kappa**2 / (4 * PI**3) * reciprocal_sum
    error = image_sum - (divergent - alpha + kappa - remainder)
    largest_identity_error = max(largest_identity_error, abs(error))
    assert abs(error) < 1e-8
    observed = divergent - alpha + kappa - image_sum
    assert 0 < observed < quadratic_bound * kappa**2
    rows.append((kappa, image_sum, divergent, image_sum - divergent,
                 image_sum - divergent - kappa, observed / kappa**2))
assert abs(rows[-1][5] - quadratic_bound) < 1e-4

# Other lattice shapes, with explicit real and reciprocal vectors
cells = {
    "fcc": np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]]) * 4**(1 / 3),
    "bcc": np.array([[-.5, .5, .5], [.5, -.5, .5], [.5, .5, -.5]])
    * 2**(1 / 3),
    "triclinic": np.array([[1, 0, 0], [.3, .9, 0], [.2, -.25, 1.2]]),
}
shape_results = []
for name, vectors in cells.items():
    volume = abs(np.linalg.det(vectors))
    length = volume**(1 / 3)
    potential = ewald_potential(vectors, 2.0)
    assert abs(ewald_potential(vectors, 1.6) - potential) < 1e-10
    r = nonzero_lengths(vectors, 40.0)
    g_cut = 2 * PI * 35
    g = nonzero_lengths(2 * PI * np.linalg.inv(vectors).T, g_cut)
    worst = 0.0
    for kappa in (0.8, 1.3):
        direct = np.sum(np.exp(-kappa * r) / r)
        remainder = (4 * PI * kappa**2 / volume
                     * np.sum(1 / (g**2 * (g**2 + kappa**2)))
                     + 2 * kappa / PI * np.arctan(kappa / g_cut))
        formula = (4 * PI / (kappa**2 * volume) + potential + kappa
                   - remainder)
        worst = max(worst, abs(direct - formula))
    assert worst < 1e-5
    shape_results.append((name, volume, -potential * length, worst))

# Worked example: one unit charge per cubic cell in vacuum
box = 20.0
kappa_box = 0.005
charge = 1.0
row = next(x for x in rows if abs(x[0] - kappa_box * box) < 1e-12)
energy = -charge**2 * alpha / (2 * box)
hartree_ev = physical_constants["Hartree energy in eV"][0]

print("Simple cubic lattice, dimensionless (L = 1)")
print(f"alpha, Ewald sum: {alpha:.9f}")
print(f"alpha, plane-by-plane Poisson solution: {alpha_planes:.6f}")
print(f"largest change of alpha with eta: {eta_spread:.1e}")
print(f"sum over nonzero integer vectors of 1/n^4: {inverse_fourth:.6f}")
print(f"quadratic coefficient b/L: {quadratic_bound:.6f}")
print("Columns: kappa L | S L | 4pi/(kappa L)^2 | S L - divergent")
for x in rows:
    print(f"{x[0]:5.2f} | {x[1]:12.6f} | {x[2]:12.6f} | {x[3]:10.6f}")
print("Columns: kappa L | S L - divergent - kappa L"
      " | remainder/(kappa L)^2")
for x in rows:
    print(f"{x[0]:5.2f} | {x[4]:10.6f} | {x[5]:9.6f}")
print(f"largest error of exact identity: {largest_identity_error:.1e}")
print("Other cells: V (cubed length units), alpha, identity error")
for name, volume, constant, worst in shape_results:
    print(f"{name}: V = {volume:.4f}, alpha = {constant:.6f}, {worst:.1e}")
print("Worked example: cubic cell, point charge in vacuum")
print(f"L = {box:.1f} bohr; kappa = {kappa_box:.3f} 1/bohr;"
      f" q = {charge:.0f} e")
print(f"image sum S: {row[1] / box:.6f} 1/bohr")
print(f"divergent term: {row[2] / box:.6f} 1/bohr")
print(f"Madelung term -alpha/L: {-alpha / box:.6f} 1/bohr")
print(f"S - divergent: {row[3] / box:.6f} 1/bohr")
print(f"S - divergent - kappa: {row[4] / box:.6f} 1/bohr")
print(f"energy per cell: {energy:.6f} hartree")
print(f"energy per cell: {energy * hartree_ev:.4f} eV")
print("finished without a failed check")
```

It prints:

```
Simple cubic lattice, dimensionless (L = 1)
alpha, Ewald sum: 2.837297479
alpha, plane-by-plane Poisson solution: 2.837297
largest change of alpha with eta: 4.4e-16
sum over nonzero integer vectors of 1/n^4: 16.532316
quadratic coefficient b/L: 0.133298
Columns: kappa L | S L | 4pi/(kappa L)^2 | S L - divergent
 1.00 |    10.597456 |    12.566371 |  -1.968915
 0.50 |    47.894967 |    50.265482 |  -2.370515
 0.20 |   311.516639 |   314.159265 |  -2.642627
 0.10 |  1253.898431 |  1256.637061 |  -2.738630
 0.05 |  5023.760615 |  5026.548246 |  -2.787631
Columns: kappa L | S L - divergent - kappa L | remainder/(kappa L)^2
 1.00 |  -2.968915 |  0.131617
 0.50 |  -2.870515 |  0.132871
 0.20 |  -2.842627 |  0.133230
 0.10 |  -2.838630 |  0.133281
 0.05 |  -2.837631 |  0.133294
largest error of exact identity: 1.2e-10
Other cells: V (cubed length units), alpha, identity error
fcc: V = 1.0000, alpha = 2.888282, 4.8e-07
bcc: V = 1.0000, alpha = 2.888462, 9.1e-07
triclinic: V = 1.0800, alpha = 2.797686, 2.0e-07
Worked example: cubic cell, point charge in vacuum
L = 20.0 bohr; kappa = 0.005 1/bohr; q = 1 e
image sum S: 62.694922 1/bohr
divergent term: 62.831853 1/bohr
Madelung term -alpha/L: -0.141865 1/bohr
S - divergent: -0.136932 1/bohr
S - divergent - kappa: -0.141932 1/bohr
energy per cell: -0.070932 hartree
energy per cell: -1.9302 eV
finished without a failed check
```
